# Why Fock exchange is positive, bounded by Coulomb repulsion, and attractive

## What goes wrong without the two bounds

Put two electrons of equal spin into orthonormal orbitals $\phi_1$ and $\phi_2$, in a single Slater determinant. Their mean repulsion is $J-K$, the Coulomb integral minus the exchange integral. With opposite spins in the same orbitals it is $J$.

If $K$ could exceed $J$, two charges that repel at every distance would have a negative repulsion energy. If $K$ could be negative, equal spins could repel more than opposite spins, and the Fock exchange operator could raise the energy of an electron. Neither danger is excluded by a glance at $K$, since its integrand changes sign.

For two orbitals of equal spin, the claim is

$$0\le K_{ij}\le J_{ij},$$

and with it that the Fock exchange operator is negative semidefinite. The two inequalities rest on different properties of the interaction, which a one-dimensional model separates.

## A simple case: two oscillator states

Take dimensionless oscillator functions

$$\phi_0=\pi^{-1/4}e^{-x^2/2},\qquad \phi_1=\sqrt2\,x\,\phi_0 ,$$

and an interaction $v(x-x')$. With the real mixed density $\rho=\phi_0\phi_1$,

$$J=\iint \phi_0^2(x)\,v(x-x')\,\phi_1^2(x')\,dx\,dx',\qquad
K=\iint \rho(x)\,v(x-x')\,\rho(x')\,dx\,dx'.$$

**First kernel:** $v=\cos q(x-x')$. This is the real part of $e^{-iqx}e^{iqx'}$, so both double integrals factor into Fourier transforms $\tilde f(q)=\int e^{-iqx}f(x)\,dx$. From $\int e^{-iqx}e^{-x^2}dx=\sqrt\pi\,e^{-q^2/4}$, and because each factor $x$ under the integral equals $i\,d/dq$,

$$\widetilde{\phi_0^2}=e^{-q^2/4},\qquad
\tilde\rho=\sqrt2\,i\frac{d}{dq}e^{-q^2/4}=-\frac{iq}{\sqrt2}e^{-q^2/4},$$

$$\widetilde{\phi_1^2}=-2\frac{d^2}{dq^2}e^{-q^2/4}=\Big(1-\frac{q^2}{2}\Big)e^{-q^2/4}.$$

Therefore

$$J=\Big(1-\frac{q^2}{2}\Big)e^{-q^2/2},\qquad K=|\tilde\rho(q)|^2=\frac{q^2}{2}e^{-q^2/2}.$$

In the limit $q\to0$ the kernel is the constant 1. Then $J=1$ by normalization and $K=0$ by orthogonality, as the formulas give. For $q^2>1$, however, $K>J$. At $q=1.2$ the values are $J=0.136$ and $K=0.350$, so $J-K=-0.214$.

**Second kernel:** $v=(x-x')^2=x^2+x'^2-2xx'$. In $K$ the first two terms vanish because $\int\rho\,dx=0$. With $\int x\rho\,dx=\sqrt2\int x^2\phi_0^2\,dx=1/\sqrt2$,

$$K=-2\Big(\frac1{\sqrt2}\Big)^2=-1,\qquad J=\frac12+\frac32=2 .$$

The two terms of $J$ are the mean values of $x^2$ in the two states; the cross term vanishes by parity.

The cosine has a nonnegative Fourier transform, two point masses at $\pm q$, but it is negative at some distances. It keeps $K\ge0$ and loses $K\le J$. The parabola is nonnegative at every distance, but its transform $-2\pi\delta''(k)$ is not a positive measure. Here it keeps $K\le J$ and loses $K\ge0$. The Coulomb interaction has both properties, and each supplies the sign of one of the two bounds.

## Coulomb integrals in three dimensions

From here on Hartree atomic units are used. Let $\phi_i,\phi_j$ be normalized spatial orbitals, real or complex, with finite kinetic energy. They need not be orthogonal. Define

$$J_{ij}=\iint\frac{|\phi_i(\mathbf r)|^2|\phi_j(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad
K_{ij}=\iint\frac{\rho(\mathbf r)\rho^*(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad \rho=\phi_i^*\phi_j .$$

Written out, the numerator of $K_{ij}$ is $\phi_i^*(\mathbf r)\phi_j(\mathbf r)\phi_j^*(\mathbf r')\phi_i(\mathbf r')$. For full spin orbitals it also carries the spin overlap $|\langle\chi_i|\chi_j\rangle|^2$. This is 1 for equal spins and 0 for opposite spins, so exchange acts between equal spins, while $J_{ij}$ does not depend on spin.

### Are the integrals finite?

The factor $1/|\mathbf r-\mathbf r'|$ diverges at contact, so this needs an argument. Write $g=\|\nabla\phi\|=(\int|\nabla\phi|^2d\mathbf r)^{1/2}$; the kinetic energy is $g^2/2$. For any real $Z>0$, with $\hat{\mathbf r}=\mathbf r/r$,

$$0\le\int|\nabla\phi+Z\hat{\mathbf r}\phi|^2d\mathbf r
= g^2+Z^2+Z\int\hat{\mathbf r}\cdot\nabla|\phi|^2\,d\mathbf r .$$

The last term collects the two cross terms, $\phi^*\nabla\phi+\phi\nabla\phi^*=\nabla|\phi|^2$. Integrate it by parts, using $\nabla\cdot\hat{\mathbf r}=2/r$:

$$\int\hat{\mathbf r}\cdot\nabla|\phi|^2\,d\mathbf r=-2\Big\langle\frac1r\Big\rangle .$$

For smooth $\phi$ of bounded extent there is no surface term at infinity, and that of a small sphere around the origin vanishes with its area. Other orbitals of finite kinetic energy are limits of such functions, and the inequality survives the limit. Hence $\langle1/r\rangle\le(g^2+Z^2)/(2Z)$, and the choice $Z=g$ gives

$$\Big\langle\frac1r\Big\rangle\le g .$$

The hydrogen 1s function $e^{-r}/\sqrt\pi$ is a limit in which nothing is lost. There $\nabla\phi=-\hat{\mathbf r}\phi$, the starting square vanishes for $Z=1$, and both sides equal 1.

The origin was arbitrary, so $\int|\phi_j(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d\mathbf r'\le g_j$ for every $\mathbf r$. Averaging over $|\phi_i(\mathbf r)|^2$ gives $J_{ij}\le g_j$. The roles can be exchanged, so

$$J_{ij}\le\min(g_i,g_j).$$

For the exchange integral set

$$A=\phi_i(\mathbf r)\phi_j(\mathbf r'),\qquad B=\phi_j(\mathbf r)\phi_i(\mathbf r').$$

The numerator of $K_{ij}$ is $A^*B$, and $|A^*B|\le\frac12(|A|^2+|B|^2)$. Divided by the distance and integrated, $|A|^2$ and $|B|^2$ each give $J_{ij}$, the second after renaming $\mathbf r\leftrightarrow\mathbf r'$. So the integral for $K_{ij}$ converges absolutely. The same renaming turns $K_{ij}$ into its complex conjugate, so $K_{ij}$ is real.

## The upper bound: positivity in real space

Expand the square of the antisymmetric combination:

$$|A-B|^2=|A|^2+|B|^2-A^*B-AB^* .$$

After division by $|\mathbf r-\mathbf r'|$ and integration, the four terms give $J_{ij}$, $J_{ij}$, $-K_{ij}$ and $-K_{ij}^*=-K_{ij}$. Half the sum is

$$J_{ij}-K_{ij}=\frac12\iint\frac{|\phi_i(\mathbf r)\phi_j(\mathbf r')-\phi_j(\mathbf r)\phi_i(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\;\ge0 .$$

The sign follows because $1/|\mathbf r-\mathbf r'|$ is positive at every distance. No Fourier transform enters. The cosine kernel fails here, since it can give negative weight to the square.

For orthonormal orbitals, $(A-B)/\sqrt2$ is the normalized spatial wave function of two electrons with equal spin. The right-hand side is then its mean repulsion, which proves the statement made at the start. The wave function vanishes at $\mathbf r=\mathbf r'$, where the repulsion is strongest, and $K_{ij}$ is the energy saved relative to the uncorrelated product.

The limit $\phi_i=\phi_j$ gives $A=B$ and $K_{ii}=J_{ii}$. Conversely, suppose $K_{ij}=J_{ij}$. Then $A=B$ almost everywhere. Multiply $A=B$ by $\phi_j^*(\mathbf r')$ and integrate over $\mathbf r'$:

$$\phi_i(\mathbf r)=c\,\phi_j(\mathbf r),\qquad c=\int\phi_j^*(\mathbf r')\phi_i(\mathbf r')\,d\mathbf r' .$$

Normalization requires $|c|=1$. Equality therefore means the same orbital up to a phase.

## The lower bound: positivity in Fourier space

The exchange integral has the form of the electrostatic self-energy of a charge density $\rho$, which may be complex and may change sign. To show that it cannot be negative, write the Coulomb kernel as a sum of Gaussians:

$$\frac1s=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2s^2}dt ,$$

which follows from $\int_0^\infty e^{-u^2}du=\sqrt\pi/2$ with $u=ts$. This avoids the direct transform of $1/r$, whose integral does not converge absolutely.

**One Gaussian.** In one dimension let $h(k)=\int e^{-t^2x^2-ikx}dx$. Differentiate under the integral, write $x\,e^{-t^2x^2}=-\frac1{2t^2}\frac{d}{dx}e^{-t^2x^2}$, and integrate by parts:

$$h'(k)=\frac{i}{2t^2}\int\Big(\frac{d}{dx}e^{-t^2x^2}\Big)e^{-ikx}dx=\frac{i}{2t^2}(ik)\,h(k)=-\frac{k}{2t^2}h(k).$$

With $h(0)=\sqrt\pi/t$ the solution is $h(k)=(\sqrt\pi/t)\,e^{-k^2/4t^2}$. The three-dimensional Gaussian is a product of three such factors, and Fourier inversion gives

$$e^{-t^2|\mathbf r-\mathbf r'|^2}=\int\frac{d^3k}{(2\pi)^3}\Big(\frac{\pi}{t^2}\Big)^{3/2}e^{-k^2/4t^2}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')} .$$

Let $\tilde\rho(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\rho(\mathbf r)\,d\mathbf r$. It exists because $\int|\phi_i\phi_j|\,d\mathbf r\le1$ by the Cauchy–Schwarz inequality. Multiply by $\rho(\mathbf r)\rho^*(\mathbf r')$ and integrate. The exponential separates into $\tilde\rho(-\mathbf k)\,\tilde\rho(-\mathbf k)^*$. The Gaussian weight is even, so $-\mathbf k$ may be renamed $\mathbf k$:

$$\iint\rho(\mathbf r)\rho^*(\mathbf r')e^{-t^2|\mathbf r-\mathbf r'|^2}d\mathbf r\,d\mathbf r'=\int\frac{d^3k}{(2\pi)^3}\Big(\frac{\pi}{t^2}\Big)^{3/2}e^{-k^2/4t^2}|\tilde\rho(\mathbf k)|^2\ge0 .$$

The order of integration could be changed because $\rho$ and the Gaussian weight are both absolutely integrable.

**All Gaussians.** Apply $(2/\sqrt\pi)\int_0^\infty dt$ to both sides. On the left, the order may be changed because the integral for $K_{ij}$ converges absolutely; the result is $K_{ij}$. On the right the integrand is nonnegative, which also permits the change. With $u=1/t^2$, $du=-2t^{-3}dt$,

$$\frac{2}{\sqrt\pi}\int_0^\infty\frac{\pi^{3/2}}{t^3}e^{-k^2/4t^2}dt=2\pi\cdot\frac12\int_0^\infty e^{-k^2u/4}du=\pi\cdot\frac{4}{k^2}=\frac{4\pi}{k^2}.$$

This is the positive Fourier transform of $1/r$, and

$$K_{ij}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde\rho(\mathbf k)|^2\ge0 .$$

Consider the limit of two orbitals that share no region of space. Then $\rho=0$ and $K_{ij}=0$, while $J_{ij}$ stays positive. This is the sole case of equality: $K_{ij}=0$ forces $\tilde\rho=0$, and hence $\phi_i^*\phi_j=0$ almost everywhere. Orthogonality is a weaker condition. It makes $\tilde\rho(0)=0$, so the mixed density has no net charge, but the other wave vectors still contribute.

## From pairs to the exchange operator

Let $\phi_j$ be the finitely many occupied orbitals of one spin $\sigma$. The exchange operator for that spin is

$$(V_x\psi)(\mathbf r)=-\sum_j\phi_j(\mathbf r)\int\frac{\phi_j^*(\mathbf r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .$$

The minus sign belongs to this definition. An operator defined without it is positive semidefinite. Multiply by $\psi^*(\mathbf r)$ and integrate. Each term contains the density $\psi^*\phi_j$ at $\mathbf r$ and its conjugate at $\mathbf r'$, so

$$\langle\psi|V_x|\psi\rangle=-\sum_jK_{\psi j}\le0 .$$

Here $\psi$ may be any normalized function, occupied or not, even one of infinite kinetic energy. The proof needed an integrable $\psi^*\phi_j$ and a finite $J_{\psi j}$, and the bound $J_{\psi j}\le g_j$ uses the gradient of $\phi_j$ alone. For other norms both sides scale with $\|\psi\|^2$.

The upper bound on $K$ limits how strong the attraction can be. Let $V_{H,\sigma}$ be the Coulomb potential of the same occupied orbitals, so that $\langle\psi|V_{H,\sigma}|\psi\rangle=\sum_jJ_{\psi j}$. Then

$$\langle\psi|V_{H,\sigma}+V_x|\psi\rangle=\sum_j(J_{\psi j}-K_{\psi j})\ge0,\qquad
\langle\psi|V_x|\psi\rangle\ge-\sum_jg_j .$$

Exchange can cancel the repulsion from electrons of equal spin but cannot turn it into a net attraction.

The limit of one electron shows the cancellation at its strongest. With a single occupied orbital and $\psi=\phi_1$, the Coulomb term is $J_{11}$ and the exchange term is $-J_{11}$. The electron does not repel itself.

At the other end, let $\psi$ be moved far away from all occupied orbitals. Each $J_{\psi j}$ tends to zero, and $K_{\psi j}$, caught between 0 and $J_{\psi j}$, follows. The expectation value of $V_x$ therefore comes as close to zero as one likes. The operator is semidefinite, with no gap below zero.

The sign survives if each term is weighted with an occupation number $n_j\ge0$, or if the operator is multiplied by a positive fraction, as in a global hybrid functional. It does not survive subtraction. Let $V_1$ and $V_2$ be the exchange operators of two orbitals without common region. Then $V_1-V_2$ has the expectation value $-J_{11}$ in $\phi_1$ and $+J_{22}$ in $\phi_2$.

## The manganese atom

A free Mn atom, $3d^54s^2$ with five parallel 3d spins, shows the sizes involved. The orbitals come from a nonrelativistic unrestricted Hartree–Fock calculation in the def2-SVP Gaussian basis, with the occupations of the s, p and d shells held fixed. The total energy is $-1149.70$ hartree, and $\langle S^2\rangle=8.77$, close to $\frac52\cdot\frac72=8.75$ for a pure sextet. Correlation and relativity are left out and the basis is small, so the numbers describe this mean-field model. The inequalities hold for its orbitals regardless.

For spin-up orbitals the two-electron integrals are, in hartree:

| Pair | $J$ | $K$ |
|---|---|---|
| $3d_{xy}$, $3d_{x^2-y^2}$ | 0.837 | 0.019 |
| $3d_{xy}$, $3d_{xz}$ | 0.806 | 0.034 |
| $3d_{xy}$, $4s$ | 0.359 | 0.007 |
| $3s$, $3d_{xy}$ | 0.919 | 0.080 |
| $1s$, $4s$ | 0.392 | 0.003 |

For the first pair, $J=22.77$ eV and $K=0.51$ eV. Two electrons in these orbitals repel by 22.77 eV with opposite spins and by $22.77-0.51=22.26$ eV with equal spins, if the orbitals are kept fixed. The last digits depend on the basis. In the larger def2-QZVP basis the total energy is $-1149.87$ hartree, the $J$ values in the table shift by up to about 0.003 hartree (the first to 22.69 eV), and the $K$ values by less than 0.001 hartree.

The basis gives 31 spin-up orbitals, occupied and empty, and so $31\cdot30/2=465$ distinct pairs. Their smallest $K$ is $1.8\times10^{-7}$ hartree and their largest ratio $K/J$ is 0.23. Both bounds hold, and for distinct orbitals of this set the upper one is far from being reached. This is a feature of these orbitals and not of orthogonality: the orthonormal combinations $(1s\pm4s)/\sqrt2$ of the same spin-up orbitals have $K/J=0.905$.

Diagonalized in the same basis, the spin-up $V_x$ has eigenvalues from $-16.87$ to $-0.025$ hartree. All are negative. The top value is no gap of the true operator: a finite basis around the nucleus lacks the distant functions that bring the expectation value up to zero. The gradient bound $-\sum_jg_j$ is $-103.6$ hartree, a safe limit and a poor estimate. The lowest eigenvalue itself depends on the basis: with the s, p and d functions of def2-QZVP it is $-18.20$ hartree, while the bound changes by less than 0.1 hartree. The lowest eigenvalue of $V_{H,\sigma}+V_x$ for spin up is $+2.54$ hartree in this basis, in keeping with its sign. This is no gap either. The expectation value lies between 0 and $\sum_jJ_{\psi j}$, which tends to zero for a distant $\psi$, and adding three diffuse s functions (exponents 0.008, 0.002 and 0.0004) lowers the eigenvalue to $+0.32$ hartree.

Now take the spin-up $3d_{xy}$ orbital as a fixed trial function and place it in the exchange operator of each spin:

$$\langle V_x^{\uparrow}\rangle=-1.487,\qquad\langle V_x^{\downarrow}\rangle=-0.485,\qquad
\langle V_x^{\uparrow}\rangle-\langle V_x^{\downarrow}\rangle=-1.002\ \text{hartree}.$$

Both are negative, as they must be. The difference can be traced to its terms. The spin-up sum contains $3d_{xy}$ itself, with $K=J=0.874$, and the other four 3d orbitals, whose exchange integrals add up to 0.126. The spin-down sum has no 3d orbitals. Thus

$$-0.874-0.126-0.002=-1.002\ \text{hartree}.$$

The remaining $-0.002$ arises because the occupied s and p orbitals differ slightly between the two spins. In the def2-QZVP basis these numbers move by up to 0.004 hartree: the two expectation values become $-1.483$ and $-0.484$, and the term $K=J$ becomes 0.871.

The largest part, 0.874 hartree, is not an interaction between electrons. For the occupied spin-up orbital it cancels the equal self-repulsion in the Coulomb potential. What the electron gains from the parallel spins of its four 3d neighbours is 0.126 hartree. Each of the four contributions lowers the energy because the exchange integral of a pair cannot be negative.
